\section*{Optimal wells and the deep band tail of one-dimensional white noise}

\section{What dimensions already fix}

An electron of mass $m$ moves on an infinite line in a random potential $V(x)$. In atomic units, $\hbar=1$,
\begin{equation}
H=-\frac{1}{2m}\frac{d^2}{dx^2}+V(x),\qquad
\langle V\rangle=0,\quad
\langle V(x)V(x')\rangle=\gamma\,\delta(x-x').
\end{equation}
The potential is Gaussian. Energy is measured from the band edge of the clean line, and a tail state has $E=-B$ with $B>0$.

To see the weight of a given potential, divide the line into cells of width $h$. The cell averages $V_j$ are independent, with variance $\gamma/h$, so the relative weight is
\begin{equation}
\prod_j e^{-hV_j^2/(2\gamma)}\;\longrightarrow\;
\exp\!\Big[-\frac{1}{2\gamma}\int V^2dx\Big].
\label{weight}
\end{equation}
A deep level needs an unlikely potential. The least costly one minimises $\int V^2dx$ subject to the level being at $-B$. This minimum can depend on $B$ and $m$ alone, because $\gamma$ appears neither in the integral nor in the constraint. It has the dimension energy$^2\times$length, and the only length available is $(mB)^{-1/2}$. Hence
\begin{equation}
\min\int V^2dx=c\,\frac{B^{3/2}}{\sqrt m},\qquad
S\equiv\frac{1}{2\gamma}\min\int V^2dx=\frac{c}{2}\,\frac{B^{3/2}}{\gamma\sqrt m}.
\end{equation}
The power $3/2$ is thus settled. It remains to find the number $c$, the shape of the well, and how the weight of one profile is related to the density of states.

\section{The optimal well}

Let $\psi$ be the ground state, at energy $-B$, and put $\kappa=\sqrt{2mB}$. We admit potentials that decay fast enough for $\psi$ to behave as $e^{\mp\kappa x}$ at $x\to\pm\infty$. The ground state has no node, so $z=\psi'/\psi$ is finite everywhere. From $\psi''=2m(V+B)\psi$ and $\psi''/\psi=z'+z^2$,
\begin{equation}
2mV=z'+z^2-\kappa^2,\qquad z(-\infty)=\kappa,\quad z(\infty)=-\kappa.
\label{riccati}
\end{equation}
Write $q=z^2-\kappa^2$ and use $(z'+q)^2=(z'-q)^2+4z'q$:
\begin{equation}
4m^2\!\int V^2dx=\int(z'-z^2+\kappa^2)^2dx+4\int z'(z^2-\kappa^2)\,dx .
\end{equation}
The last integral depends only on the end values of $z$:
\begin{equation}
\int_{\kappa}^{-\kappa}(z^2-\kappa^2)dz
=\Big[\frac{z^3}{3}-\kappa^2z\Big]_{\kappa}^{-\kappa}
=\frac{2\kappa^3}{3}+\frac{2\kappa^3}{3}=\frac{4\kappa^3}{3}.
\end{equation}
The squared term cannot be negative, so
\begin{equation}
\int V^2dx\ \ge\ \frac{1}{4m^2}\cdot\frac{16\kappa^3}{3}=\frac{4\kappa^3}{3m^2}.
\label{bound}
\end{equation}
This is a global bound, not just a stationarity condition. Equality requires $z'=z^2-\kappa^2$. With the end values above, the solution is $z=-\kappa\tanh\kappa(x-x_0)$, since both sides then equal $-\kappa^2\operatorname{sech}^2\kappa(x-x_0)$. Integrating $\psi'/\psi=z$ and normalising gives $\psi^2=(\kappa/2)\operatorname{sech}^2\kappa(x-x_0)$. In (\ref{riccati}) the two parts are equal, so $2mV=2(z^2-\kappa^2)$ and
\begin{equation}
V_*(x)=-\frac{\kappa^2}{m}\operatorname{sech}^2\kappa(x-x_0)
=-2B\operatorname{sech}^2\kappa(x-x_0).
\label{well}
\end{equation}
The well is twice as deep as the binding energy, and its position $x_0$ is free. It is proportional to $\psi^2$, as it should be: a small change $\delta V$ moves the level by $\int\psi^2\delta V\,dx$, so potential is best spent where the electron is.

Inserting (\ref{bound}), with equality, into (\ref{weight}), and using $\kappa^3=2\sqrt2\,(mB)^{3/2}$,
\begin{equation}
S=\frac{2\kappa^3}{3m^2\gamma}=\frac{4\sqrt2}{3}\,\frac{B^{3/2}}{\gamma\sqrt m}.
\label{S}
\end{equation}
An excited level at $-B$ does not offer a cheaper route. It needs a ground level below $-B$, and the bound then holds with a larger $\kappa$.

Diagonalization illustrates the bound. Five other wells (Gaussian, square, exponential, double, and Gaussian with a repulsive flank) gave $\int V^2dx$ between 1.02 and 1.50 times the bound for their own ground level.

\section{From one profile to the density of states}

The weight $e^{-S}$ belongs to a single profile. Counting levels also requires the fluctuations around it, and in one dimension this can be done without assuming an optimal well.

Let $N$ be the number of levels below $-B$ per length, without spin. By the oscillation theorem it equals the number of nodes per length of a solution at energy $-B$. At each node $z=\psi'/\psi$ runs to $-\infty$ and reappears at $+\infty$. Between nodes
\begin{equation}
z'=\kappa^2-z^2+2mV(x).
\end{equation}
With $x$ read as time, this is a particle with drift $\kappa^2-z^2$ and white noise of strength $4m^2\gamma$, so its diffusion constant is $D=2m^2\gamma$. In the stationary state the current is constant and equals $-N$, since each node is one passage towards negative $z$:
\begin{equation}
(\kappa^2-z^2)P-D\frac{dP}{dz}=-N .
\end{equation}
With $U=z^3/3-\kappa^2z$ this reads $(Pe^{U/D})'=(N/D)e^{U/D}$. At $z\to-\infty$ the product $Pe^{U/D}$ vanishes, so
\begin{equation}
P(z)=\frac ND\,e^{-U(z)/D}\int_{-\infty}^{z}e^{U(y)/D}dy .
\end{equation}
Now impose $\int P\,dz=1$. Set $z=s+u/2$ and $y=s-u/2$ with $u>0$; the Jacobian is one. Then
\begin{equation}
U(y)-U(z)=\kappa^2u-s^2u-\frac{u^3}{12},\qquad
\int_{-\infty}^{\infty}e^{-s^2u/D}ds=\sqrt{\frac{\pi D}{u}},
\end{equation}
and therefore
\begin{equation}
\frac1N=\sqrt{\frac{\pi}{D}}\int_0^\infty\frac{du}{\sqrt u}\,
\exp\!\Big[\frac{\kappa^2u-u^3/12}{D}\Big].
\label{flux}
\end{equation}

\subsection*{Deep tail}

The exponent is largest at $u=2\kappa$, where it equals $4\kappa^3/(3D)=2\kappa^3/(3m^2\gamma)$. This is $S$ again. Put $u=2\kappa(1+t)$ and note that $2\kappa^3/D=3S/2$:
\begin{equation}
\frac{3S}{2}\Big[(1+t)-\frac{(1+t)^3}{3}\Big]
=S\Big(1-\frac{3t^2}{2}-\frac{t^3}{2}\Big).
\end{equation}
For $S\gg1$ the Gaussian part gives $\int e^{-3St^2/2}dt=\sqrt{2\pi/(3S)}$. Since $3SD=4\kappa^3$,
\begin{equation}
\frac1N\simeq\sqrt{\frac{\pi}{D}}\sqrt{2\kappa}\sqrt{\frac{2\pi}{3S}}\;e^S
=2\pi\sqrt{\frac{\kappa}{3SD}}\;e^S=\frac{\pi}{\kappa}\,e^S .
\end{equation}
For the next order, expand $(1+t)^{-1/2}=1-t/2+3t^2/8+\dots$ and $e^{-St^3/2}=1-St^3/2+S^2t^6/8+\dots$. The Gaussian averages are $\langle t^2\rangle=1/(3S)$, $\langle t^4\rangle=1/(3S^2)$ and $\langle t^6\rangle=5/(9S^3)$. The corrections to $1/N$ are
\begin{equation}
\frac38\langle t^2\rangle+\frac S4\langle t^4\rangle+\frac{S^2}{8}\langle t^6\rangle
=\frac1S\Big(\frac18+\frac1{12}+\frac5{72}\Big)=\frac{5}{18S},
\end{equation}
so that
\begin{equation}
N\simeq\frac{\kappa}{\pi}e^{-S}\Big(1-\frac{5}{18S}\Big).
\label{N}
\end{equation}
The density of states is $\rho=dN/dE=-dN/dB$. As $\kappa\propto B^{1/2}$ and $S\propto B^{3/2}$,
\begin{equation}
\rho=N\,\frac{3S}{2B}\Big[1-\frac1{3S}+O(S^{-2})\Big]
\simeq\frac{4B}{\pi\gamma}\,e^{-S}\Big(1-\frac{11}{18S}\Big),
\label{rho}
\end{equation}
where $(\kappa/\pi)(3S/2B)=\kappa^4/(\pi m^2\gamma B)=4B/(\pi\gamma)$. Thus
\begin{equation}
\lim_{B\to\infty}\frac{-\ln\rho}{B^{3/2}}=\frac{4\sqrt2}{3\gamma\sqrt m}.
\end{equation}
The three-halves law is the leading behaviour of the logarithm. At finite $S$ the prefactor adds a term logarithmic in $B$.

\subsection*{The opposite limit}

Formula (\ref{flux}) also holds inside the band, where $\kappa^2=-k^2$ and $k=\sqrt{2mE}$. For $k^3\gg D$ the integral is cut off at $u\sim D/k^2$, where $u^3/D\sim D^2/k^6$ is negligible. What remains is $\sqrt{\pi/D}\,\sqrt{\pi D/k^2}=\pi/k$, so $N=k/\pi$, the count for a free particle. One formula joins the clean band to the tail.

\subsection*{Comparison with simulated disorder}

With $m=\gamma=1$, nodes were counted in simulated noise on a grid of spacing 0.05. At $B=1$ the count gave $N=0.0570$, against 0.0567 from (\ref{flux}). At $B=2$ it gave $2.99\times10^{-3}$ against $2.87\times10^{-3}$. The latter excess is 4\% of the formula value, with a counting error of about 1.7\% from 3344 nodes. It is thus about 2.4 counting errors, which chance alone can produce, and it lies within the test's allowance of 3\% plus five counting errors.

A second simulation asked whether rare levels really sit in the predicted well. The potentials around 252 ground levels with $B>2.5$ were centred on their states and averaged. The normalised overlap of this average with the mean of (\ref{well}), taken at each level's own $B$, was 0.990. Its projection on that well, which is one for equal strength, was 0.943. A value below one is expected. In the state $\psi_*$ of the optimal well the kinetic energy is $B/3$, and the variational principle gives $B/3+\int V\psi_*^2dx\ge-B$ for any $V$ with ground level $-B$. So $-\int V\psi_*^2dx\le4B/3$, and $V_*$ reaches equality.

\section{When is the noise white enough?}

Let the covariance be a Gaussian $C(x)$ of standard width $\ell$ and area $\gamma$. The cost becomes $\frac12\int VC^{-1}V$. For a trial state with density $n=\psi^2$ and kinetic energy $T$, require $\int Vn\,dx=-(B+T)$. The cheapest such potential is $V=-\mu\,Cn$ with $\mu=(B+T)/I$ and $I=\iint n\,C\,n$, at cost
\begin{equation}
S_\ell=\min_\psi\frac{(B+T)^2}{2I}.
\end{equation}
Every $V$ with ground level $-B$ obeys the requirement with its own $\psi$, so none costs less. Conversely, if the minimising $V$ had a lower ground level, weakening it would restore $-B$ at smaller cost, a contradiction.

For small $\ell$, $Cn\simeq\gamma(n+\ell^2n''/2)$. The functional is stationary, so to first order in $\ell^2$ the white-noise state may be kept:
\begin{align}
\int n^2dx&=\frac{\kappa}{3},\qquad
\int n'^2dx=\kappa^3\!\int_{-1}^{1}(1-\tau^2)\tau^2d\tau=\frac{4\kappa^3}{15},\\
I&\simeq\gamma\Big[\frac\kappa3-\frac{\ell^2}{2}\,\frac{4\kappa^3}{15}\Big]
=\frac{\gamma\kappa}{3}\Big(1-\frac25\kappa^2\ell^2\Big),
\end{align}
with $\tau=\tanh\kappa x$. Hence, at fixed $\gamma$,
\begin{equation}
S_\ell\simeq S\Big(1+\frac25\kappa^2\ell^2\Big).
\label{corr}
\end{equation}
At $\kappa\ell=0.2$ a numerical minimisation gave a ratio of 1.0155, against 1.0160 from (\ref{corr}). Since $\kappa$ grows with $B$, any finite $\ell$ ends the white-noise law at sufficient depth. The three-halves law for $\ln\rho$ therefore needs a window: $S\gg1$ and $\kappa\ell\ll1$. The density itself is more sensitive. By (\ref{corr}) its exponential weight changes by a factor of about $\exp(-\frac25S\kappa^2\ell^2)$, so its white-noise value also requires $S\kappa^2\ell^2\ll1$.

\section{Example: an aromatic chain in an interlayer dielectric}

Consider an excess electron on a straight chain of para-linked phenylene rings in a polymer dielectric. The inputs are rough: mass $0.2\,m_e$, ring repeat $a=4.3$~\AA, and independent Gaussian ring energies with $\sigma=0.2$~eV rms. On scales longer than a ring this is white noise with
\begin{equation}
\gamma=\sigma^2a=0.04\times4.3=0.172\ \mathrm{eV^2\,\AA}.
\end{equation}
Restoring $\hbar$ replaces $1/m$ by $\hbar^2/m=38.1$~eV\,\AA$^2$. For $B=0.3$~eV,
\begin{align}
\kappa&=\sqrt{0.6/38.1}=0.1255\ \text{\AA}^{-1},\\
S&=\frac{2\,(0.1255)^3(38.1)^2}{3\times0.172}\simeq11.1,\\
N&\simeq\frac{0.1255}{\pi}\,(1.48\times10^{-5})\simeq5.9\times10^{-7}\ \text{\AA}^{-1}.
\end{align}
The full integral (\ref{flux}) gives $5.8\times10^{-7}$~\AA$^{-1}$, and $\rho=3.1\times10^{-5}$~eV$^{-1}$\AA$^{-1}$. With a rough area of 30~\AA$^2$ per chain, the density of levels deeper than 0.3~eV is $1.9\times10^{-8}$~\AA$^{-3}$, or about $2\times10^{16}$~cm$^{-3}$. The well is 0.6~eV deep and 14~\AA\ (1.4~nm) wide at half depth, about three rings. Its depth is $3\sigma$, and the energies of single rings scatter about this profile. The estimate therefore depends on the wings of the ring-energy distribution. For discrete rings, cutting the Gaussian off at $\pm4\sigma$, $\pm3.5\sigma$, $\pm3\sigma$ or $\pm2.5\sigma$ reduces $N$ by a factor of about 1.4, 2, 8 or 190.

At fixed mass and disorder, $S$ rises from 6.05 at $B=0.2$~eV to 17.1 at 0.4~eV, a factor $2^{3/2}$. Meanwhile $N$ falls from $7\times10^{-5}$ to $2\times10^{-9}$~\AA$^{-1}$.

\subsection*{How far real films move the number}

The inputs describe a favourable case. Twist between rings weakens their coupling and raises the mass, and a crosslinked film has short straight segments. The largest uncertainty found here is correlation between rings. With a Gaussian correlation of length 4.3~\AA\ at fixed rms disorder, $\gamma$ grows by $\sqrt{2\pi}$ and $S$ drops to 4.9, which raises $e^{-S}$ about 500-fold. The number of levels rises less, because correlation also changes the prefactor: for discrete rings with this correlation, a node count gives a rise of about 230-fold. At fixed $\gamma$ the same correlation raises $S$ to 12.2. Doubling the mass at fixed $\gamma$ lowers $S$ to 7.9, and 10\% more rms disorder lowers it to 9.2. The density above is therefore a model value, uncertain by orders of magnitude for a given film.

Other effects, each taken alone, are as follows.
\begin{itemize}
\item \emph{Discrete rings.} A chain of rings with a cosine band has $S=10.9$, which raises $e^{-S}$ by a factor 1.2.
\item \emph{Segment ends.} Hard ends raise the level of a centred optimal well by 0.001~eV on a 60~\AA\ segment, but by 0.06~eV on a 30~\AA\ one. There the infinite line is a poor model.
\item \emph{Interchain hopping.} A hopping of 0.01~eV to four undisturbed neighbours lowers the level by 0.001~eV. In a regular array it also lowers the band edge by $4\times0.01=0.04$~eV, so the depth below the new edge is nearer 0.26~eV.
\item \emph{Ring relaxation.} If an electron confined to one ring gains 0.1~eV by relaxation, spreading over the well reduces the gain to 0.019~eV. Static disorder then has less to supply. Subtracting this gain from $B$ raises $e^{-S}$ by a factor 2.8; the gain is slightly smaller in the shallower well that is then needed, which brings the factor to about 2.7.
\end{itemize}

In use, the trap need not hold its electron. At 378~K, $B/k_BT=9.2$. A field of 0.5~MV/cm along an unbroken chain gives a force $F=0.005$~eV/\AA, and the electron emerges at $B/F=60$~\AA. The tunnelling exponent is
\begin{equation}
2\int_0^{B/F}\!\sqrt{2m(B-Fx)}\,dx=\frac{4\kappa B}{3F}\simeq10 .
\end{equation}
Outside the well $\psi\simeq\sqrt{2\kappa}\,e^{-\kappa x}$, which sets the rate scale $2\kappa\cdot\kappa/m=4B$. The estimated level width is thus $4B\,e^{-4\kappa B/(3F)}$. A numerical resonance calculation gave 0.86 of this, a lifetime of 15~ps. This value assumes a clean chain outside the well. The rings under the barrier are disordered too, and with 0.2~eV rms on them the lifetime varies from trap to trap: about two thirds of the cases lie between 3 and 300~ps. On a 60~\AA\ segment with the well at its centre, the exit point lies beyond the chain end, so this free escape is unavailable and release must involve another segment. The tail density counts available levels; how long they stay occupied is a separate question, set by field, temperature and chain connectivity.

The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
TESTS (m = gamma = hbar = 1)
V^2 integral / bound, sech^2 well: 0.99995
same, five other wells: 1.087 1.187 1.019 1.503 1.161
minimised S, B=1: 1.8834; formula 1.8856
largest shape error (depth 2): 0.0041
S ratio at kappa*l=0.2: 1.0155; formula 1.0160
B=1.0: N simulated 5.701e-02, flux 5.668e-02, nodes 63851
B=1.5: N simulated 1.557e-02, flux 1.534e-02, nodes 17440
B=2.0: N simulated 2.986e-03, flux 2.868e-03, nodes 3344
deep levels averaged (B > 2.5): 252
mean well: overlap 0.990, projection 0.943
S=50.91: N/leading 0.99445, rho/leading 0.98783
EXAMPLE INPUTS (rough)
mass 0.2 m_e; ring repeat 4.3 A; rms disorder 0.2 eV
binding B 0.3 eV; area per chain 30.0 A^2
hbar^2/m 38.100 eV A^2; gamma 0.1720 eV^2 A
EXAMPLE RESULTS
kappa 0.1255 1/A; well depth 0.60 eV
well full width at half depth 14.05 A = 1.405 nm
well depth / rms disorder 3.00
S 11.119; exp(-S) 1.483e-05
N leading 5.923e-07 1/A; N full 5.760e-07 1/A
rho leading 3.293e-05 1/(eV A)
rho full 3.097e-05 1/(eV A)
traps deeper than B: 1.92e+16 1/cm^3
B=0.2 eV: S 6.052, N 7.234e-05 1/A
B=0.4 eV: S 17.119, N 1.666e-09 1/A
NEGLECTED EFFECTS
discrete rings: S on ring 10.913, bond 10.916
discrete rings: density factor exp(S-S') 1.23
correlation length 4.3 A: S 12.19 at fixed gamma
correlation length 4.3 A: S 4.86 at fixed rms
segment ends raise level: 60 A 0.0013 eV, 30 A 0.0624 eV
interchain hopping 0.01 eV lowers level 0.00108 eV
  density factor 1.06
ring relaxation 0.1 eV lowers level 0.0189 eV
  density factor 2.82
field 0.5 MV/cm: drop over 1/kappa 0.0398 eV
field exit distance B/F 60.0 A; lifetime 14.7 ps
resonance width / barrier estimate 0.857
kT at 378 K 0.0326 eV; B/kT 9.21
S with doubled mass 7.86
S with rms disorder up 10% 9.19
\end{verbatim}
